Shibuya-Wulfman integrals and two Sturmian secular equations for one-electron molecules, part 1

(Sections cited here and not found follow in the second part.)

Consider one electron bound to two protons, and suppose its wave function is expanded in the bound states of the two separate hydrogen atoms. Two things go wrong. The bound states of hydrogen are not a complete set, because the continuum is missing, so completeness cannot be invoked to guarantee convergence to the molecular state. Each bound state also carries its own exponent Z/n, so the overlap, the kinetic energy and the attraction to each nucleus form separate families of two-centre integrals, each depending on two exponents and the distance. The Coulomb Sturmians remove the first difficulty, being discrete, complete and built on a single exponent k. They are, however, not orthogonal in the ordinary sense even on one centre, and a secular equation in which the energy is left independent of k still contains the kinetic energy and the overlap as separate matrices. When the energy is tied to the exponent, E = −k²/2, they merge into one matrix S, the Shibuya-Wulfman matrix, which is the matrix of the scalar product natural to the Sturmians. S also gives the attraction of a two-centre pair of functions to either of their own nuclei, though not, as a finite sum, the attraction to a nucleus that carries neither function. Each element of S is a finite sum of elementary functions.

Hartree atomic units are used. The electron is nonrelativistic and spinless, the nuclei are fixed points X_a with charges Z_a > 0, and only bound states, E = −k²/2 with k > 0, are considered.

1. Sturmians and the energy product

With μ = (n, l, m), n > l ≥ |m|, and Y_lm the spherical harmonics with the Condon-Shortley phase, define

χ_μ(x) = k^(3/2) R_nl(kr) Y_lm(x̂),
R_nl(s) = 2 [(n−l−1)! / (n (n+l)!)]^(1/2) (2s)^l e^(−s) L^(2l+1)_(n−l−1)(2s).   (1)

These functions satisfy

(−∇² + k²) χ_μ = (2nk/r) χ_μ.   (2)

To see this, put s = kr and w = sR. The radial part of (2) is w_ss − l(l+1)w/s² − w + 2n w/s = 0. With t = 2s one has w_ss = 4w_tt, 1/s² = 4/t² and 2n/s = 4n/t, so that w_tt − l(l+1)w/t² − w/4 + n w/t = 0. The substitution w = t^(l+1) e^(−t/2) L(t) turns this into tL'' + (2l+2−t)L' + (n−l−1)L = 0, the equation of the Laguerre polynomial in (1).

The Laguerre polynomials obey ∫ t^ν e^(−t) L^ν_j L^ν_j' dt = δ_jj' (j+ν)!/j!. With ν = 2l+1, j = n−l−1 and s ds = t dt/4, this gives ∫ R_n'l R_nl s ds = δ_n'n / n. Adding the angular orthonormality and the factor k³·k^(−2) from rescaling r dr,

∫ χ*_μ' (1/r) χ_μ d³x = (k/n) δ_μ'μ.   (3)

Define the energy product

⟨f|g⟩_E = (1/2k²) ∫ f* (−∇² + k²) g d³x = (1/2k²) ∫ (∇f*·∇g + k² f* g) d³x.   (4)

The second form follows by partial integration and shows that (4) is a positive scalar product on functions with square-integrable value and gradient. Inserting (2) and then (3) gives (1/2k²)(2nk)(k/n) δ, so

⟨χ_μ'|χ_μ⟩_E = δ_μ'μ.   (5)

For a Sturmian placed on nucleus a write τ = (a, μ) and χ_τ(x) = χ_μ(x − X_a). The Shibuya-Wulfman integrals are

S_τ'τ = ⟨χ_τ'|χ_τ⟩_E.   (6)

2. Fock's sphere

The Fourier transform is taken as f^t(p) = (2π)^(−3/2) ∫ e^(−ip·x) f(x) d³x. Write D = k² + p². Map momentum space to four-vectors

u = (2k p, p² − k²)/D.   (7)

Since 4k²p² + (p²−k²)² = D², u lies on the unit sphere S³, whose area is 2π². Its polar angle ω has cos ω = u₄ = (p²−k²)/D and sin ω = 2kp/D, hence tan(ω/2) = sin ω/(1 + cos ω) = k/p. The point p = 0 goes to ω = π and p → ∞ goes to the pole ω = 0. Differentiating ω = 2 arctan(k/p) gives |dω/dp| = 2k/D, and sin²ω = p²(2k/D)², so the surface element sin²ω dω dp̂ is

dΩ = (2k/D)³ d³p.   (8)

For two points, u·u' = [4k² p·p' + (p²−k²)(p'²−k²)]/(DD'), and multiplying out gives DD' − (p²−k²)(p'²−k²) = 2k²(p² + p'²). Therefore |u−u'|² = 2 − 2u·u' = 2[2k²(p²+p'²) − 4k² p·p']/(DD'), or

|u − u'|² = 4k² |p − p'|² / (DD').   (9)

For neighbouring points (9) says that a step dp has length (2k/D)|dp| on the sphere in every direction. One more identity follows directly from (7):

1 − u₄ = 2k²/D.   (10)

Introduce M(p) = 4k^(5/2)/D². Then D M²/(2k²) = 8k³/D³, which is the Jacobian in (8). In momentum space −∇² + k² is multiplication by D, so by Parseval's theorem

⟨f|g⟩_E = ∫ d³p (D/2k²) f^t* g^t = ∫ dΩ (f^t/M)* (g^t/M).   (11)

The map f → f^t/M preserves the scalar product, and it can be inverted on any square-integrable function on S³ by multiplying with M and transforming back. The space of functions with finite energy norm is thus a copy of L²(S³).

3. The Sturmians are hyperspherical harmonics

From −∇²(1/r) = 4πδ the transform of 1/r is (2π)^(−3/2) 4π/p². The transform of a product is (2π)^(−3/2) times the convolution of the transforms, and 4π/(2π)³ = 1/(2π²). Equation (2) becomes

D χ^t(p) = (2nk/2π²) ∫ d³p' χ^t(p') / |p − p'|².   (12)

Put χ^t = M Y. The left side is 4k^(5/2) Y/D. On the right, (8) gives d³p' = D'³ dΩ'/(8k³), (9) gives 1/|p−p'|² = 4k²/(DD'|u−u'|²), and M(p') = 4k^(5/2)/D'². The powers of D' cancel and the three factors leave 2k^(3/2)/D. Multiplying by 2nk gives 4n k^(5/2)/D, and the common factor cancels:

Y(u) = n ∫ dΩ' Y(u') / (2π² |u − u'|²).   (13)

This equation is solved by four-dimensional electrostatics. Let y be a point of R⁴ with ρ = |y|. The function 1/ρ² is harmonic away from the origin and its outward flux is (−2/ρ³)(2π²ρ³) = −4π², so ∇²(1/ρ²) = −4π²δ. Let h be a harmonic homogeneous polynomial of degree λ, and let Φ(y) = ∫dΩ' h(u')/|y−u'|² be the potential of the surface charge h on S³. It is harmonic inside and outside, continuous, vanishes at infinity, and its radial derivative jumps by −4π²h across the sphere; these conditions determine it. In R⁴ the Laplacian is ∂_ρ² + (3/ρ)∂_ρ + Δ/ρ², with Δ the Laplacian on S³. Harmonicity of ρ^λ h(u) gives Δh = −λ(λ+2)h, and ρ^e h(u) is then harmonic when e(e+2) = λ(λ+2), that is for e = λ and e = −λ−2. So Φ = c₀ρ^λ h inside and c₀ρ^(−λ−2) h outside. The jump is c₀(−λ−2−λ)h, which fixes c₀ = 2π²/(λ+1):

∫ dΩ' h(u') / (2π²|u−u'|²) = h(u)/(λ+1).   (14)

Such harmonics are complete on S³. On homogeneous polynomials use the scalar product in which multiplication by y_i is adjoint to ∂/∂y_i. Multiplication by ρ² is then adjoint to ∇², so the polynomials of degree d split into the kernel of ∇² and the multiples of ρ². Repeating the split,

(polynomial of degree d) = h_d + ρ² h_(d−2) + ρ⁴ h_(d−4) + …,   (15)

with each h harmonic. On the sphere every polynomial is therefore a sum of harmonics, and polynomials are dense in L²(S³) by the Stone-Weierstrass theorem. The split also counts the harmonics of degree λ: [(λ+3)(λ+2)(λ+1) − (λ+1)λ(λ−1)]/6 = (λ+1)². Harmonics of different degree are orthogonal, being eigenfunctions of the symmetric operator Δ. Comparing (13) with (14), χ^t_μ/M is a harmonic of degree n − 1.

An explicit basis comes from separating Δ = ∂_ω² + 2 cot ω ∂_ω − L²/sin²ω, where L² Y_lm = l(l+1) Y_lm. With x = cos ω the first two terms are (1−x²)∂_x² − 3x∂_x. Put P = v g with v = (1−x²)^(l/2), v' = −l x v/(1−x²) and v'' = v[−l/(1−x²) + l(l−2)x²/(1−x²)²]. The terms in g without derivative are −l + [l(l−2)x² + 3l x² − l(l+1)]/(1−x²) = −l − l(l+1), and the eigenvalue is −(n²−1), so

(1−x²) g'' − (2l+3) x g' + (n−l−1)(n+l+1) g = 0,   (16)

because n² − 1 − l(l+2) = n² − (l+1)². This is the equation of the Gegenbauer polynomial C^(l+1)_j with j = n−l−1. The function ρ^(n−1) sin^l ω Y_lm C_j(cos ω) is a polynomial, since (ρ sin ω)^l Y_lm is a solid harmonic of the first three coordinates and ρ^j C_j(y₄/ρ) contains only y₄ and ρ², the polynomial C_j having parity (−1)^j. There are Σ(2l+1) = n² such functions, the full count. The Gegenbauer norm ∫(1−x²)^(l+1/2) C_j² dx = π 2^(−2l−1) (n+l)!/((n−l−1)! n l!²) gives the functions normalised with weight sin²ω dω:

P_nl(ω) = 2^l l! [2n (n−l−1)!/(π (n+l)!)]^(1/2) sin^l ω C^(l+1)_(n−l−1)(cos ω).   (17)

The expansion e^(−ip·x) = 4π Σ (−i)^l j_l(pr) Y_lm(p̂) Y*_lm(x̂) shows that χ^t_μ = (−i)^l (2/π)^(1/2) Y_lm(p̂) ∫ k^(3/2) R_nl(kr) j_l(pr) r² dr. The radial integral is real. Among the harmonics of degree n−1 only P_nl Y_lm has this angular form, and (5) with (11) fixes the modulus, so the radial factor is ±M P_nl. The sign is read off at small p, where j_l(pr) ∝ (pr)^l with a positive coefficient and the integral has the sign of ∫ t^(ν+1) e^(−t/2) L^ν_j(t) dt, ν = 2l+1. The generating function Σ_j L^ν_j z^j = (1−z)^(−ν−1) exp[−tz/(1−z)] turns the exponent into −t(1+z)/(2(1−z)), so the sum of these integrals times z^j is (ν+1)! 2^(ν+2) (1−z)(1+z)^(−ν−2). Under z → −z this is a series with positive coefficients, so the j-th integral has sign (−1)^j. At small p, cos ω → −1 and C_j(−1) = (−1)^j C_j(1) with C_j(1) > 0, the same sign. Hence

χ^t_μ(p) = M(p) Y_μ(u),   Y_μ(u) = (−i)^l P_nl(ω) Y_lm(p̂).   (18)

The Y_μ are an orthonormal basis of L²(S³), so by (11) the Sturmians on any one centre are an orthonormal basis in the energy product. The opposite choice u₄ = (k²−p²)/D would put a factor (−1)^(n−l−1) into (18) and turn 1 − u₄ into 1 + u₄ in (10); the recurrence (24) for P_nl would keep its form, and f_nl in (25) would be unchanged.

4. S as a translation matrix

The transform of χ_μ(x − X) is e^(−ip·X) χ^t_μ. Inserting this into (11),

S_τ'τ = ∫ dΩ e^(ip·R) Y*_μ'(u) Y_μ(u) ≡ S_μ'μ(R),   R = X_a' − X_a.   (19)

Both u and dΩ depend on p only through p/k, and p·R = (p/k)·(kR), so S depends on k and R only through the vector kR, of length s = kR. On the sphere a translation is multiplication by the unimodular function e^(ip·R), and S(R) is the matrix of this operator in a complete orthonormal basis. Four properties follow. A Sturmian on one centre is expanded about another as

χ_μ(x − X_a) = Σ_μ' χ_μ'(x − X_a') S_μ'μ(X_a' − X_a),   (20)

with convergence in the energy norm. Products of exponentials give

S(0) = 1,   S(R₁) S(R₂) = S(R₁ + R₂),   S(R)† = S(−R) = S(R)^(−1),   (21)

where the matrix products run over all shells. Under p → −p the angle ω is unchanged and Y_lm changes by (−1)^l, so with Π = diag((−1)^l)

S(−R) = Π S(R) Π.   (22)

Letting −∇² + k² in (6) act to the right or to the left and using (2), with r_a = |x − X_a|,

S_τ'τ = (n/k) ∫ χ*_τ' (1/r_a) χ_τ d³x = (n'/k) ∫ χ*_τ' (1/r_a') χ_τ d³x.   (23)

Both two-centre attraction integrals are thus given by S. The ordinary overlap is a different matrix: it lacks the factor D/2k², so by (10) it equals ∫dΩ (1 − u₄) e^(ip·R) Y*_μ' Y_μ.

5. The plane wave on the sphere

The Gegenbauer recurrence (j+1)C^λ_(j+1) = 2(j+λ) x C^λ_j − (j+2λ−1) C^λ_(j−1), at λ = l+1 and j = n−l−1, has j+1 = n−l, j+λ = n and j+2λ−1 = n+l. It gives x C_j = (n−l)C_(j+1)/2n + (n+l)C_(j−1)/2n. The constants N_n in (17) are proportional to [n(n−l−1)!/(n+l)!]^(1/2), so N_n/N_(n+1) = [n(n+l+1)/((n+1)(n−l))]^(1/2) and N_n/N_(n−1) = [n(n−l−1)/((n−1)(n+l))]^(1/2). Multiplying the two coefficients by these ratios,

u₄ P_nl = α_nl P_(n+1,l) + α_(n−1,l) P_(n−1,l),   α_nl = ½ [(n−l)(n+l+1)/(n(n+1))]^(1/2),   (24)

where the last term is absent for n = l+1. The Jacobian factorises as 8k³/D³ = M k^(−3/2)(2k²/D) = M k^(−3/2)(1 − u₄). Hence ∫dΩ e^(ip·R) Y_μ = k^(−3/2) ∫d³p e^(ip·R) M (1−u₄) Y_μ. By (24) the integrand is a combination of three transforms (18), and the inverse transform is ∫d³p e^(ip·R) χ^t = (2π)^(3/2) χ(R). With (1) the powers of k cancel:

∫ dΩ e^(ip·R) Y_μ = (2π)^(3/2) f_nl(s) Y_lm(R̂),
f_nl = R_nl − α_nl R_(n+1,l) − α_(n−1,l) R_(n−1,l).   (25)

6. The closed form

Expand the product in (19) as Y*_μ' Y_μ = Σ_μ'' Y_μ'' ∫dΩ Y*_μ'' Y*_μ' Y_μ. The phases in (18) contribute i^l'' i^l' (−i)^l = i^(l'+l''−l), and the rest separates into

I = ∫₀^π P_n'l' P_nl P_n''l'' sin²ω dω,   G = ∫ Y*_l''m'' Y*_l'm' Y_lm dp̂.   (26)

The Gaunt coefficient G vanishes unless m'' = m − m', l + l' + l'' is even and |l−l'| ≤ l'' ≤ l+l'. The phase is then the real sign (−1)^((l'+l''−l)/2). The product Y*_μ' Y_μ is the restriction of a homogeneous polynomial of degree n + n' − 2, so by (15) it contains only degrees n''−1 = n+n'−2, n+n'−4, and so on. The same argument applied to the pair (μ', μ'') requires n − 1 ≤ n' + n'' − 2, and applied to (μ, μ'') it requires n' − 1 ≤ n + n'' − 2. Using (25) term by term,

S_μ'μ(R) = (2π)^(3/2) Σ_(l'', n'') (−1)^((l'+l''−l)/2) I G f_n''l''(s) Y_(l'', m−m')(R̂),
n'' = |n−n'|+1, |n−n'|+3, …, n+n'−1,   n'' > l''.   (27)

Every element is e^(−s) times a finite sum of terms, each a polynomial in s times a spherical harmonic of R̂. Because l + l' + l'' is even, the integrand of I is (1−x²)^(1/2) times a polynomial of degree n+n'+n''−3 in x = cos ω, so Gauss-Chebyshev quadrature of the second kind gives I exactly, and for m = 0 Gauss-Legendre quadrature gives G exactly.

For μ' = 1s the harmonic is the constant (2/π)^(1/2)(4π)^(−1/2) = 1/(π√2), and (19) with (25) gives

S_(1s,μ)(R) = 2√π f_nl(s) Y_lm(R̂),   (28)

which is (2l+1)^(1/2) f_nl δ_m0 for R along +z. From (1), R_n0 = (2/n) e^(−s) L¹_(n−1)(2s), so that apart from the factor e^(−s) one has R₁₀ = 2, R₂₀ = 2 − 2s, R₃₀ = 2 − 4s + 4s²/3 and R₄₀ = 2 − 6s + 4s² − 2s³/3, while α_n0 = ½. Then f₁₀ = 2 − (1−s) = 1 + s, f₂₀ = (2−2s) − (1 − 2s + 2s²/3) − 1 = −2s²/3, and f₃₀ = (2 − 4s + 4s²/3) − (1 − 3s + 2s² − s³/3) − (1 − s) = −2s²/3 + s³/3. For l = 1, R₂₁ = 2s/√3, R₃₁ = (√2/3) s(4−2s) and α₂₁ = 1/√6, so f₂₁ = [6s − s(4−2s)]/(3√3) = 2s(1+s)/(3√3). For two 2s functions, Y_n00 = C¹_(n−1)/(π√2) and (C¹₁)² = 4x² = C¹₀ + C¹₂, so the element is f₁₀ + f₃₀, with n'' = 1, 3 as (27) demands. For R along +z,

S(1s,1s) = (1+s) e^(−s),   S(1s,2s) = −(2/3) s² e^(−s),
S(1s,2p₀) = (2/3) s(1+s) e^(−s),   S(2s,2s) = (1 + s − 2s²/3 + s³/3) e^(−s).   (29)

The sign of S(1s,2p₀) agrees with (23): the 1s function sits on the positive lobe of the p function. By (24), (1−u₄)Y_1s = Y_1s − ½Y_2s, so the ordinary 1s-1s overlap is S(1s,1s) − ½S(1s,2s) = (1 + s + s²/3) e^(−s), which differs from S(1s,1s) by the term in s².

The Shibuya-Wulfman matrix S has been identified as a translation matrix in the energy product, and each of its elements has been given as a finite sum of elementary functions. It remains to build the two secular equations for the many-centre problem, to establish their bounds and examine their convergence, and to test them on the hydrogen molecular ion.
